# Sampling ferroelectric switching under an arbitrary waveform by Poisson thinning

A simulation of a ferroelectric memory cell has to decide how finely to divide time while a region waits to switch. A coarse step distorts the switching probability; a fine step spends most of its random numbers on moments when nothing happens. The decision can be avoided if switching times are drawn directly from the required law, even when the voltage ramps, dips and reverses.

## What has to be sampled

Let a region have state \(s=0\) for polarization down and \(s=1\) for polarization up. The field \(E(t)\) is prescribed on \(0\le t\le T\), positive when it favours up. The hazard \(h_s(t)\ge0\) is the switching probability per unit time, given that the region is in state \(s\) at time \(t\). Its dependence on earlier events enters through the present state alone. Regions are independent and a flip is instantaneous.

Start in state 0, write \(h=h_0\), and let \(S(t)\) be the probability of no switch up to \(t\). Surviving a further short time \(dt\) requires surviving to \(t\) and then not switching:
\[
S(t+dt)=S(t)[1-h(t)dt]+o(dt).
\]
Subtracting \(S(t)\), dividing by \(dt\) and taking the limit gives \(S'=-hS\). With \(S(0)=1\),
\[
S(t)=e^{-H(t)},\qquad H(t)=\int_0^t h(u)\,du. \tag{1}
\]
The density of the first switching time is \(-S'=hS\). It integrates to \(1-e^{-H(T)}\), not to one: a region may reach the end of the waveform without switching, and a correct sampler must allow this.

As the example I use Merz's law,
\[
k(E)=k_0e^{-E_a/E}\quad(E>0),\qquad k(E)=0\quad(E\le0),
\]
with \(h_0(t)=k(E(t))\) and \(h_1(t)=k(-E(t))\). The parameters are \(k_0=1\ \mathrm{ns^{-1}}\) and \(E_a=10\) MV/cm, for a film 10 nm thick. Since 1 V across 10 nm is 1 MV/cm, voltage in volts and field in MV/cm have the same numerical value here.

The voltage is linear between these points:

- times: 0, 100, 200, 250, 350, 400, 450, 650, 700 ns;
- voltages: 0, 2.0, 2.0, 1.2, 2.5, 0, −2.2, −2.2, 0 V.

An uneven positive pulse thus ends at 400 ns and a negative one follows.

## The naive scheme and its error

The direct method divides time into steps \(\delta\). In each step it switches the region with probability \(h(t_i)\delta\), where \(t_i\) is the start of the step. This needs \(h\delta\le1\), and it produces the survival probability
\[
S_\delta(t)=\prod_i[1-h(t_i)\delta].
\]
Take the logarithm and use \(\ln(1-x)=-x-x^2/2+O(x^3)\):
\[
\ln S_\delta=-\sum_i h(t_i)\delta-\frac{\delta}{2}\sum_i h(t_i)^2\delta+O(\delta^2).
\]
The first sum is itself inexact. Within one step \(\int h\,dt=h(t_i)\delta+\tfrac12h'(t_i)\delta^2+O(\delta^3)\), if any kinks of the waveform lie on step boundaries. Adding the steps turns the second term into \(\tfrac{\delta}{2}\int h'dt\), so
\[
\sum_i h(t_i)\delta=H(t)-\frac{\delta}{2}[h(t)-h(0)]+O(\delta^2).
\]
Together,
\[
\ln S_\delta=-H+\frac{\delta}{2}[h(t)-h(0)]-\frac{\delta}{2}\int_0^t h^2du+O(\delta^2). \tag{2}
\]

At 400 ns the voltage is zero, as it was at the start, so the bracket vanishes. What remains is negative: the stepped rule switches too many regions. Numerical quadrature gives \(H=1.669\) and \(\int h^2dt=0.01367\ \mathrm{ns^{-1}}\). The correct switched fraction is \(1-e^{-1.669}=0.812\). For \(\delta=10\) ns the leading correction to \(\ln S\) is \(-5\times0.01367=-0.068\), which predicts 0.824. The full product gives 0.829; the difference from 0.824 is the effect of the terms of second and higher order dropped in (2).

Replacing \(h\delta\) by \(1-e^{-h\delta}\) removes the error of the logarithm, but not that of the sum, and the switching time is still known only to within a step. Another repair is to draw a number \(U\) uniformly from \([0,1)\) and solve \(H(t)=-\ln(1-U)\). If there is no solution up to \(T\), the region does not switch. This method is correct, since the probability of finding no solution up to \(t\) is \(e^{-H(t)}\), and it is a good choice when \(H\) is cheap to tabulate and invert. When integrating and inverting \(h\) is inconvenient, an alternative is a method that needs only an upper bound on \(h\) and its values at isolated times.

## Splitting the small probability

Choose a constant \(\Lambda>0\) that is nowhere below either hazard:
\[
0\le h_s(t)\le\Lambda\qquad\text{for both states and all }t\text{ in }[0,T].
\]
The probability used in a short step can then be written as
\[
h_s(t)dt=(\Lambda dt)\,\frac{h_s(t)}{\Lambda}. \tag{3}
\]
This is the probability that two independent trials both succeed. The first trial knows nothing of the waveform or the state. Its successes, in the limit \(dt\to0\), form a homogeneous Poisson process, whose gaps have the density \(\Lambda e^{-\Lambda x}\). We can therefore jump from one success to the next without visiting the empty time between them. The second trial is needed only at those candidate times.

The algorithm is:

1. Start at \(t=0\) in the given state.
2. Draw \(V\) uniformly from \([0,1)\) and advance \(t\) by \(-\ln(1-V)/\Lambda\).
3. If \(t>T\), stop.
4. Draw an independent uniform \(U\). If \(\Lambda U<h_s(t)\), record \(t\) and flip the state; otherwise leave the state alone.
5. Return to step 2 from the present \(t\).

Step 2 has the required gap law because \(-\ln(1-V)/\Lambda>x\) means \(V>1-e^{-\Lambda x}\), which has probability \(e^{-\Lambda x}\). A rejected candidate still moves the clock. Returning to the previous time after a rejection would redraw a part of the candidate process that has already been used.

One short run, picked because it ends at its fourth candidate, shows the procedure. The bound is \(\Lambda=0.0183\ \mathrm{ns^{-1}}\).

- At 7.09 ns and at 35.13 ns the fields are 0.142 and 0.703 MV/cm. The ratio \(h/\Lambda\) is zero to four decimals, and both candidates are rejected.
- At 101.36 ns the field is 2.0 MV/cm and \(h/\Lambda=0.368\). The draw \(U=0.729\) is larger, so this candidate is rejected too.
- At 114.88 ns the ratio is again 0.368, but \(U=0.055\). The region switches up.

## Proof for the first accepted time

The splitting (3) makes the result plausible. A proof for finite times follows from counting the rejected candidates. Let \(Q_n(t)\) be the probability that exactly \(n\) candidates fall in \((0,t]\) and all are rejected. With no candidates,
\[
Q_0(t)=e^{-\Lambda t}.
\]
For \(n+1\) candidates, let the last one lie in \(du\) at \(u\). Four things must happen: \(n\) rejections and nothing else before \(u\), a candidate in \(du\), its rejection, and no candidate from \(u\) to \(t\). The Poisson process has independent increments and the \(U\)'s are independent, so the probabilities multiply:
\[
\begin{aligned}
Q_{n+1}(t)&=\int_0^t Q_n(u)\,\Lambda\left[1-\frac{h(u)}{\Lambda}\right]e^{-\Lambda(t-u)}du\\
&=\int_0^t Q_n(u)[\Lambda-h(u)]e^{-\Lambda(t-u)}du. 
\end{aligned}\tag{4}
\]
Define \(G(t)=\Lambda t-H(t)\), so that \(G(0)=0\) and \(G'=\Lambda-h\). I claim that
\[
Q_n(t)=e^{-\Lambda t}\frac{G(t)^n}{n!}. \tag{5}
\]
This holds for \(n=0\). If it holds for \(n\), insert it in (4). The factors \(e^{-\Lambda u}\) and \(e^{-\Lambda(t-u)}\) combine to \(e^{-\Lambda t}\), which leaves the integral:
\[
Q_{n+1}(t)=e^{-\Lambda t}\int_0^t\frac{G(u)^n}{n!}G'(u)\,du
=e^{-\Lambda t}\frac{G(t)^{n+1}}{(n+1)!}.
\]
The induction is complete. No acceptance up to \(t\) means that some number of candidates occurred and all were rejected. These cases exclude one another, so
\[
\sum_{n=0}^{\infty}Q_n(t)=e^{-\Lambda t}e^{G(t)}
=e^{-\Lambda t+\Lambda t-H(t)}=e^{-H(t)}. \tag{6}
\]
This is the survival law (1). The distribution of the first accepted time is therefore the required one, including the probability of no event. Where \(h\) is continuous, differentiation gives the density \(he^{-H}\); dividing by the survival \(e^{-H}\) returns the hazard \(h\).

The bound has cancelled. It changes the number of rejected candidates but not the law of the accepted times. At 400 ns, for example, \(\Lambda t=7.33\) and \(G=7.33-1.67=5.66\). Equation (5) gives 0.032 for exactly five candidates, all rejected. That number depends on \(\Lambda\); the sum over all \(n\), 0.188, does not.

## Later switches

Suppose a flip is accepted at \(a\). Candidates after \(a\) and their uniform numbers are independent of everything used up to \(a\). The proof can be repeated with \(a\) as the origin and the hazard of the new state in place of \(h\):
\[
P(\text{no further flip in }(a,t])=\exp\left[-\int_a^t h_s(u)\,du\right].
\]
The joint density of successive flips is consequently a product. For exactly two flips, at \(t_1<t_2\), starting from state 0, it is
\[
e^{-\int_0^{t_1}h_0du}\,h_0(t_1)\,
e^{-\int_{t_1}^{t_2}h_1du}\,h_1(t_2)\,
e^{-\int_{t_2}^{T}h_0du}.
\]
Let \(p(t)\) be the probability of state 1. In \(dt\) it gains \((1-p)h_0dt\) and loses \(p\,h_1dt\), so
\[
\frac{dp}{dt}=h_0(1-p)-h_1p. \tag{7}
\]

In the capacitor example the two hazards are never active together. A dimensionless case in which they are puts more weight on the restart. Take \(h_0=1+0.8\sin3t\), \(h_1=0.6+0.5\cos2t\), \(T=3\) and \(\Lambda=1.8\). The probability of no flip is
\[
\exp\left[-3-\frac{0.8}{3}(1-\cos9)\right]=0.0299,
\]
and 200,000 sampled histories give 0.0303. For exactly one flip, quadrature of the corresponding density gives 0.3114 and sampling 0.3125. Numerical integration of (7) gives a final up probability of 0.6455, against 0.6452 sampled. The mean number of flips is the integral of \(h_0(1-p)+h_1p\), which is 2.447; the sample mean is 2.443.

## Choosing the bound and counting the cost

Merz's hazard rises with a favourable field, because \(dk/dE=kE_a/E^2>0\). On a linear voltage segment the largest \(|E|\) lies at an end. The largest value at the listed points is therefore a safe bound for both states:
\[
\Lambda=k(2.5\ \mathrm{MV/cm})=e^{-10/2.5}\ \mathrm{ns^{-1}}=0.0183\ \mathrm{ns^{-1}}.
\]

If we need only the first flip, a candidate in \(dt\) is drawn when no earlier one was accepted. This has probability \(S(t)\Lambda dt\), so the mean number of candidates is
\[
C=\Lambda\int_0^T S(t)\,dt. \tag{8}
\]
Here \(C=5.26\) for the 700 ns window, and the sample mean is also 5.26. Following all flips to the end takes \(\Lambda T=12.8\) candidates on average, against 70 steps for the inaccurate 10 ns rule.

Two limits show where the method is efficient. For a constant hazard \(h=\Lambda\), every candidate is accepted and \(C=1-e^{-\Lambda T}\), which is below one because the window may end first. If instead \(H(T)\ll1\), then \(S\approx1\) and \(C\approx\Lambda T\), while the switching probability is about \(H(T)\). The cost per switched region is then \(\Lambda T/H(T)\), the ratio of the bound to the time-averaged hazard. A short spike in a long quiet waveform makes this ratio large. One can then change \(\Lambda\) at fixed times, discarding the pending candidate at each change: the survival factors of the separate intervals multiply to the same \(e^{-H}\).

A bound that is too small fails without any warning. Where \(h>\Lambda\), the condition \(\Lambda U<h\) is met by every \(U\), so the acceptance probability is one rather than \(h/\Lambda\). The hazard actually produced is
\[
h_{\mathrm{produced}}(t)=\min[h(t),\Lambda].
\]
With half the safe bound, quadrature of this clipped hazard predicts a switched fraction of 0.780 at 400 ns, and 200,000 samples give 0.782. The difference is a little over two standard errors of the sample, somewhat large for chance but small beside the distance to the correct 0.812. A bound found by scanning a waveform on a coarse grid carries this risk if the grid misses a peak. A larger bound costs candidates; a smaller one changes the physics.

## Reading the capacitor result

I sampled 200,000 regions, all initially down. The mean hazard between \(a\) and \(b\) can be recovered from the numbers \(N_a\) and \(N_b\) not yet switched, since (1) implies the estimate \(\ln(N_a/N_b)/(b-a)\). On the 2 V plateau it gives \(0.00674\ \mathrm{ns^{-1}}\), equal to \(e^{-5}\ \mathrm{ns^{-1}}\) at this precision. On the rise from 1.2 to 2.5 V it gives \(0.00614\), against \(0.00613\ \mathrm{ns^{-1}}\) required. These two intervals contribute 0.674 and 0.613 to the total \(H=1.669\). The fall from 2.5 V to zero adds another 0.160, so the later peak as a whole contributes more than the plateau.

The sampled up fraction at 400 ns is 0.812, in agreement with the law. During the negative pulse the integrated hazard is 2.292, so the final fraction should be \(0.812\,e^{-2.292}=0.082\); the sample gives 0.083. The negative pulse leaves about one tenth of the switched regions up.

Now divide a capacitor of 100 nm × 100 nm into 100 regions, and let the remanent polarization be \(P_r=20\ \mathrm{\mu C/cm^2}\). Complete reversal moves the charge \(2P_rA=4.0\) fC. The positive pulse moves on average \(0.812\times4.0=3.2\) fC, or about 20,000 elementary charges. Independence gives the cell-to-cell standard deviation of the switched fraction:
\[
\sqrt{\frac{0.812(1-0.812)}{100}}=0.039.
\]
Groups of 100 sampled regions give 0.040. This scatter is 4% of the full reversal charge. Equation (7) alone supplies only the mean; the scatter follows once the regions are taken to be independent.

## Where a real film departs from the model

The thickness, polarization and fields are roughly typical of hafnium zirconium oxide capacitors; \(E_a\) and \(k_0\) are round effective values, and real switching times vary widely with processing. The peak field is 0.63 of an assumed rough breakdown field of 4 MV/cm. Real devices break the assumption of independent regions when an interface layer leaves polarization charge uncompensated. For a layer of thickness \(d_i\), with the same relative permittivity \(\epsilon=30\) as the film, continuity of displacement gives \(E_i=E_f+P/(\epsilon_0\epsilon)\). Inserting this in \(V=E_fd+E_id_i\) gives
\[
E_f=\frac{V-Pd_i/(\epsilon_0\epsilon)}{d+d_i}.
\]
For \(d_i=0.5\) nm the depolarization field at \(P=P_r\) is 0.36 MV/cm. Solving (7) numerically with \(P=P_r(2p-1)\), a mean-field treatment, changes the up fraction from 0.812 to 0.740 at 400 ns and from 0.082 to 0.176 at 700 ns. Mean field assumes that every region feels the average polarization, and even the sign of the shift depends on this. If each region feels only its own polarization, a region that has not yet switched is helped by the full 0.36 MV/cm, and the fractions become about 0.95 and 0.02. Regions 10 nm wide, with the bound charge only 0.5 nm from the electrode, lie nearer this local limit: in a periodic array about 84% of the thickness-averaged depolarization field in a region comes from its own polarization, which gives about 0.93 and 0.04. The fully uncompensated layer is itself a limiting case: at zero voltage and \(P=\pm P_r\) the layer itself would carry 7.2 MV/cm, above the breakdown field assumed for the film, so some charge is likely to leak through it. Interface charge that follows the polarization and compensates it would reduce the effect.

With this coupling, the field is no longer prescribed. Thinning remains usable if all regions are advanced together in time order, because (3) holds for the present configuration and the hazards are fixed functions of time between flips. The bound must then cover every configuration. With all regions down, the peak field could reach \(25/10.5+0.36=2.7\) MV/cm, so the old bound is no longer guaranteed.

Other changes were sized one at a time for the positive pulse alone, without the interface layer and with the waveform held fixed:

- A Gaussian spread of 10% in \(E_a\) between regions lowers the fraction at 400 ns to 0.789, by Gauss–Hermite quadrature.
- At 85 °C, with \(E_a\propto1/T\) from 300 K and \(k_0\) unchanged, it rises to 0.977. Under this assumed scaling, temperature shifts the fraction at 400 ns more than any other change sized here.
- If a domain grows 5 nm at an assumed 1 m/s, the charge arrives up to 5 ns late. During the positive pulse the up fraction then lags by at most about 0.03.
- An access resistance of 10 kΩ drops less than 0.4 mV for the ensemble-mean current. In a single cell with 5 ns growth per flip the largest drop is typically 0.6 mV; an instantaneous flip would step the capacitor voltage by 0.15 V, but only for about 3 ps.
- Fowler–Nordheim tunnelling through an assumed 2 eV barrier, with mass 0.2 electron masses, is about \(2\times10^{-8}\ \mathrm{A/cm^2}\) at the peak field in the zero-temperature formula and two to three times that at 300 K, negligible beside a peak switching current of 240 A/cm². Leakage through defects is not included.

These corrections alter the hazard that should be supplied, or the current measured at the terminals. They leave the sampling theorem intact as long as the hazard depends on the present state and time and the bound holds. The bound must be chosen again for the new hazard: at 85 °C the peak hazard is 1.9 times the old \(\Lambda\), and with a spread in \(E_a\) half of the regions exceed it at the peak field.
